# Operation Counts of Truncated Coupled Cluster and Configuration Interaction

## Definitions and the cost measure

Let \(|0\rangle\) be a reference determinant with \(o\) occupied spin orbitals \(i,j,k,l,\dots\) and \(v\) virtual spin orbitals \(a,b,c,d,\dots\); \(p,q,r,s\) denote either kind. With braces for normal order relative to \(|0\rangle\), the Hamiltonian minus its reference expectation value is

\[
H_N=\sum_{pq}f_{pq}\{p^\dagger q\}+\tfrac14\sum_{pqrs}\langle pq\|rs\rangle\{p^\dagger q^\dagger s r\}. \tag{1}
\]

An excitation operator of rank \(m\) is

\[
T_m=\frac{1}{(m!)^2}\sum t_{ij\cdots}^{ab\cdots}\,a^\dagger i\,b^\dagger j\cdots , \tag{2}
\]

with \(m\) virtual and \(m\) occupied labels and amplitudes antisymmetric in each set. CI uses operators \(C_m\) of the same form. Both methods are truncated at rank \(n\le o\). The quantities evaluated in each iteration are

\[
R_k=\langle\Phi_k|e^{-T}H_Ne^{T}|0\rangle,\qquad
\sigma_k=\langle\Phi_k|H_N\Big(1+\sum_{m=1}^{n}C_m\Big)|0\rangle, \tag{3}
\]

where \(T=\sum_{m=1}^nT_m\), \(k\le n\), and \(\Phi_k\) is any determinant of rank \(k\).

Cost is counted in multiply-adds. Integrals and amplitudes are dense arrays, and products are summed in the ordinary way. A binary contraction combines two arrays and sums over the labels they share. It needs one multiply-add for each assignment of its distinct labels, so with \(A\) distinct occupied and \(B\) distinct virtual labels it costs \(o^Av^B\). A summed label counts once, although it appears on both arrays.

The result to be derived is this. For fixed \(n\ge2\) and \(v\ge o\), one evaluation of either quantity in (3) costs a number of operations proportional to

\[
o^n v^{n+2}, \tag{4}
\]

up to factors that depend on \(n\) but not on \(o\) or \(v\), provided each CC term is evaluated by binary contractions in a suitable order. CI is linear in its coefficients and needs no factorization. For \(n=1\) the two methods differ, as shown below.

## Which terms occur

The expansion of the CC operator is

\[
e^{-T}H_Ne^{T}=H_N+[H_N,T]+\tfrac12[[H_N,T],T]+\cdots . \tag{5}
\]

The operators in \(T\) are virtual creators and occupied annihilators. They have no contractions among themselves, and none with \(H_N\) when \(T\) stands on the left. Each \(T_m\) contains an even number of operators, so the uncontracted parts of \(H_NT\) and \(TH_N\) are equal and cancel in the commutator. Every amplitude in (5) is therefore joined to \(H_N\) by at least one contraction, called a line.

The operators of \(H_N\) that can be contracted with \(T\) on their right are virtual annihilators, which give particle lines, and occupied creators, which give hole lines. The two-body vertex has two annihilators and two creators. If \(P\) of the former are virtual and \(H\) of the latter are occupied, then

\[
0\le P\le2,\qquad 0\le H\le2,\qquad P+H\le4 . \tag{6}
\]

At most four amplitudes can be attached, so (5) ends at the fourth power of \(T\). All \(P+H\) of these operators must be contracted, because any one left over would annihilate \(|0\rangle\).

Let amplitude \(r\) have rank \(m_r\), and let it take \(p_r\) particle and \(h_r\) hole lines, with \(l_r=p_r+h_r\ge1\). Then \(\sum_rp_r=P\) and \(\sum_rh_r=H\). The vertex supplies \(2-H\) external virtual labels and each amplitude supplies \(m_r-p_r\), so the rank of the result is

\[
k=2-H+\sum_r(m_r-p_r)=\sum_r m_r+2-P-H. \tag{7}
\]

Counting occupied labels gives \(2-P+\sum_r(m_r-h_r)\), which is the same number.

## The cost without factorization

If all amplitudes and the integral are multiplied inside one large sum, the labels are the \(k\) external ones of each kind together with the \(P\) virtual and \(H\) occupied summed ones. The cost is

\[
o^{k+H}v^{k+P}\le o^{n+2}v^{n+2}. \tag{8}
\]

The limit is reached for \(n\ge2\) by \(\langle kl\|cd\rangle\) with two amplitudes of ranks \(n\) and 2, since (7) then gives \(k=n+2+2-4=n\). This exceeds (4) by a factor \(o^2\). A doubles contribution shows how the distributive law removes the excess:

\[
\tfrac14\sum_{klcd}\langle kl\|cd\rangle t_{ij}^{cd}t_{kl}^{ab}
=\tfrac14\sum_{kl}W_{klij}\,t_{kl}^{ab},\qquad
W_{klij}=\sum_{cd}\langle kl\|cd\rangle t_{ij}^{cd}. \tag{9}
\]

The left side, summed at once, has eight labels and costs \(o^4v^4\). On the right, \(W\) has labels \(k,l,i,j,c,d\) and costs \(o^4v^2\); the second sum has labels \(k,l,i,j,a,b\) and costs the same. The numerical value is unchanged.

## The cost of one binary step

Start from the vertex and absorb the amplitudes one at a time. Suppose that amplitude \(t\) is being absorbed and that the set \(R\) is still waiting. Of the \(k\) external virtual labels of the final result, those on the waiting amplitudes, \(\sum_R(m_r-p_r)\) in number, are not yet present. The particle lines present are the \(p_t\) being summed and the \(\sum_Rp_r\) still open on the intermediate. Hence

\[
B=k-\sum_{r\in R}(m_r-p_r)+p_t+\sum_{r\in R}p_r
=k+p_t+\sum_{r\in R}(2p_r-m_r). \tag{10}
\]

The same count for occupied labels replaces \(p\) by \(h\). Adding the two gives

\[
A+B=2k+l_t+2\sum_{r\in R}(l_r-m_r). \tag{11}
\]

For the first step it is more convenient to count forward from the vertex. Its four labels are all present, and amplitude 1 adds \(m_1-p_1\) virtual and \(m_1-h_1\) occupied ones. The vertex itself has \(2-H+P\) virtual labels, so

\[
B_1=2-H+P+m_1-p_1,\qquad A_1+B_1=4+2m_1-l_1. \tag{12}
\]

## An order that keeps every step within the bound

Absorb the amplitudes in order of decreasing \(l_r\). Every step then satisfies

\[
A+B\le2n+2,\qquad B\le n+2. \tag{13}
\]

There are three kinds of step.

**First step with \(l_1\ge2\).** From (12), \(A_1+B_1\le2m_1+2\le2n+2\). Also \(H\ge h_1\), so \(H+p_1\ge h_1+p_1=l_1\ge2\ge P\). Thus \(P-H-p_1\le0\), and (12) gives \(B_1\le m_1+2\le n+2\).

**Later step with \(l_t=2\).** The order requires \(l_1\ge2\), so the first amplitude and this one use all four available lines. This step is the last and \(R\) is empty. Equations (10) and (11) give \(A+B=2k+2\) and \(B=k+p_t\le k+2\). Since \(k\le n\), (13) holds. A later step with \(l_t\ge3\) would need at least six lines and cannot occur.

**Any step with \(l_t=1\).** All waiting amplitudes also have \(l_r=1\), because of the order. As \(m_r\ge1\), the sum in (11) is not positive, and \(A+B\le2k+1\). In (10), a waiting amplitude with \(p_r=1\) contributes \(2-m_r\le1\), and one with \(p_r=0\) contributes \(-m_r<0\). In both cases the contribution is at most \(p_r\), so \(B\le k+p_t+\sum_Rp_r\le k+P\le k+2\).

This exhausts the cases. To convert (13) into a cost, use \(A\le2n+2-B\) and \(o\ge1\):

\[
o^Av^B\le o^{2n+2-B}v^B
=o^nv^{n+2}\left(\frac{o}{v}\right)^{n+2-B}\le o^nv^{n+2}. \tag{14}
\]

The last inequality uses both \(B\le n+2\) and \(v\ge o\). The bound on \(B\) holds in any order: since \(p_r\le m_r\), each term of the sum in (10) is at most \(p_r\), so \(B\le k+P\le n+2\). Only the bound on \(A+B\) depends on the order.

The remaining contributions are smaller or equal. For the one-body operator \(P,H\le1\), and the first step has \(A+B=2+2m_1-l_1\le2n+1\) and \(B=1-H+P+m_1-p_1\le n+1\), because \(H+p_1\ge l_1\ge1\ge P\). If a second amplitude is present, each takes one line, and the last step has \(A+B=2k+1\) and \(B\le k+1\). Such steps cost at most \(o^nv^{n+1}\), by the argument of (14). Antisymmetrizing a result of rank \(k\) takes at most \((k!)^2\) permutations of an array with \(o^kv^k\) elements. The number of different terms is finite and depends on \(n\) alone. The complete CC evaluation is thus bounded by a constant times (4).

The order matters. Consider the contribution proportional to

\[
\sum_{klcd}\langle kl\|cd\rangle\,t_{kj}^{cd}\,t_{il}^{ab}. \tag{15}
\]

The first amplitude takes three lines and the second takes one. Absorbing the first amplitude first gives an intermediate with labels \(l,j\), and both steps cost \(o^3v^2\). In the opposite order the first step carries \(k,l,i\) and \(a,b,c,d\), and costs \(o^3v^4\), which exceeds \(o^2v^4\). Both orders are binary, but one breaks the bound.

## The same bound for CI, and why it is reached

In \(\sigma_k\) there is at most one amplitude. If it is joined to the vertex, its contraction is a first step with \(l_1\ge2\), or a single step with \(l_t=1\) and \(R\) empty. Both were bounded above. CI also has products in which the coefficient is not joined to \(H_N\), such as \(\langle ab\|ij\rangle C_m\). They contain no summation and cost \(o^kv^k\), with \(k\le n\).

The bound is reached in both methods, for \(n\ge2\), by the particle ladder

\[
\tfrac12\sum_{cd}\langle ab\|cd\rangle\,t_{ij\cdots}^{cd\cdots}, \tag{16}
\]

with \(t\) replaced by \(c\) in CI. For \(n\ge3\) the contribution to the projection is the antisymmetrized sum of (16) over the \(\binom n2\) choices of the pair \(ab\) among the external virtual labels, which does not change the scaling. Here \(P=2\), \(H=0\), \(m=k=n\). There are \(n\) occupied and \(n\) virtual external labels and two summed virtual ones, so the cost is \(o^nv^{n+2}\). Physically, two excited electrons scatter from one pair of virtual orbitals into another, while the other \(n-2\) electrons and all \(n\) holes are spectators. With the upper bound, this establishes the scaling (4).

An argument without contraction orders confirms the CI result. A determinant of rank \(n\) is coupled by a two-body operator to those differing from it in at most two orbitals. Replacing two of its \(n\) particles by two unused virtual orbitals can be done in

\[
\binom n2\binom{v-n}{2}\simeq\frac{n(n-1)}4v^2 \tag{17}
\]

ways. Every other allowed change introduces at most one new virtual orbital, so its count is at most linear in \(v\). There are \(\binom on\binom vn\simeq o^nv^n/(n!)^2\) determinants of rank \(n\) when \(o,v\gg n\). The Hamiltonian block therefore has about \(n(n-1)o^nv^{n+2}/[4(n!)^2]\) couplings of this kind. For \(n=2\) the prefactor is \(1/8\): restricting each of the pairs \(ij\), \(ab\), \(cd\) to one ordering saves a factor of two.

Enumeration of the determinants of rank at most \(n\) for \(o=5\) and \(v=6,7,8,9\) gives 91, 111, 132 and 154 coupled determinants at \(n=2\), counting the determinant itself. The successive differences are 20, 21 and 22, and the second difference is 1, equal to \(\binom22\). For \(n=3\) and 4 the second differences are 3 and 6, as (17) requires.

## Singles and other limits

For \(n=1\) the ladder (16) does not exist, since a single excitation has one particle. The costliest CI contraction is \(\sum_{kc}\langle ak\|ic\rangle c_k^c\), up to sign, with labels \(a,c,i,k\) and cost \(o^2v^2\). The CC singles equations contain in addition

\[
\sum_{kcd}\langle ak\|cd\rangle t_i^ct_k^d
=\sum_cX_{ac}t_i^c,\qquad X_{ac}=\sum_{kd}\langle ak\|cd\rangle t_k^d. \tag{18}
\]

Forming \(X\) costs \(ov^3\), which is (4) at \(n=1\). Absorbing \(t_i^c\) first would cost \(o^2v^3\). CC thus follows the law at \(n=1\), through a nonlinear term, while CI does not. The enumeration agrees: the second difference in \(v\) is zero at \(n=1\).

If \(v<o\), exchange the roles of particles and holes. The sum in (11) is unchanged by this exchange, and the argument for \(B\) gives \(A\le n+2\). The bound becomes \(o^{n+2}v^n\), reached for \(n\ge2\) by the hole ladder with \(\langle kl\|ij\rangle\).

The meaning of "scaling" depends on what is enlarged. Improving the basis at fixed electron number raises \(v\) alone, and the cost grows as \(v^{n+2}\) once \(v\) is large, except for CI singles, where it grows as \(v^2\). Enlarging the system at fixed basis quality raises \(o\) and \(v\) together, and the cost grows as the power \(2n+2\) of system size. Doubling the system then multiplies the leading cost by \(2^6=64\) for \(n=2\) and by \(2^8=256\) for \(n=3\).

These laws concern one evaluation of (3) with dense arrays. They do not include the number of iterations or the preparation of the integrals. They are not lower bounds for all algorithms: sparsity, low-rank forms of the integrals or amplitudes, and fast matrix multiplication lie outside the assumptions.

## Worked counts

Take \(o=10\) and \(v=100\) spin orbitals. For \(n=2\) the reference cost is \(10^2\times100^4=10^{10}\) multiply-adds. Each of the two terms (9) and (15) costs \(10^4\times100^4=10^{12}\) if summed at once.

For (9), the order shown costs \(2\times10^4\times100^2=2\times10^8\). Absorbing \(t_{kl}^{ab}\) first costs \(2\times10^2\times100^4=2\times10^{10}\). Both orders obey the bound for each step, yet they differ by a factor of 100. The rule of decreasing \(l_r\) guarantees the scaling; it does not minimize the cost, and here it leaves a tie.

For (15), the good order costs \(2\times10^3\times100^2=2\times10^7\), and the bad one \(2\times10^3\times100^4=2\times10^{11}\). Each step of the latter is ten times the reference cost, a factor \(o\). Of the 48 terms of the CCSD energy and amplitude equations in this classification, 6 have at least one order of absorption, starting from the vertex, that breaks (13). If amplitudes may first be multiplied with each other, 18 terms have such an order.

Summing the binary contractions of all terms, with unpacked arrays, no intermediates shared between terms and the antisymmetrizing permutations left out, gives the following costs in units of \(o^nv^{n+2}\):

| \(n\) | CC | CI |
|---|---:|---:|
| 2 | 6.467 | 1.143 |
| 3 | 4.933 | 1.145 |
| 4 | 6.182 | 1.145 |

The CI value at \(n=2\) can be read term by term. The particle ladder contributes 1, the particle–hole contraction \(o^3v^3\) contributes \(o/v=0.1\), and the hole ladder \(o^4v^2\) contributes \((o/v)^2=0.01\). Three contractions cost \(o^2v^3\) and contribute \(3/v=0.03\); three cost \(o^3v^2\) and contribute \(3o/v^2=0.003\). The sum is 1.143, and what remains is of order \(10^{-4}\).

The CC ratios are larger mainly because several contractions reach the leading cost: five at \(n=2\), against one in CI. They depend on the order of absorption and can be lowered. The table breaks ties in \(l_r\) by taking the lower rank first and then the amplitude with fewer particle lines. At \(n=2\) other ways of breaking ties give CC ratios from 4.00 to 6.61, and taking the cheapest order of absorption for each term, without the rule of decreasing \(l_r\), gives 1.80. Two of the five are the steps of (9) in its expensive order. Intermediates with the labels of \(\langle ab\|cd\rangle\) can also be added to that integral before one common ladder contraction, by linearity. The ratios are therefore properties of this evaluation scheme, not of CC theory, and they are not ratios of computing times.

Without factorization the CCSD total is \(1.05\times10^{13}\), about 162 times the factorized \(6.47\times10^{10}\). This counts one operation per assignment of labels; a term with \(r\) amplitudes needs \(r\) multiplications there, and counting them raises the total to \(2.80\times10^{13}\). The factor exceeds \(o^2=100\) because the number of leading terms also enters: the unfactorized total is about 10.5 times \(o^4v^4\), the factorized one 6.47 times \(o^2v^4\), and \(100\times10.5/6.47\simeq162\).

When \(o\) and \(v\) are both doubled, the growth exponents for \(n=2\) are 5.90 for CC and 5.98 for CI. They lie below 6 because each total is a sum of positive monomials of degree at most six, some of them of lower degree. For \(n=4\) they are 9.935 and 9.978, against a limit of 10.

The numerical output also records the tests behind the derivation. For \(o=v=4\), random integrals and \(n=1\) to 4, the factorized terms reproduce the projections (3) computed from second-quantized matrices, with largest deviations below \(10^{-15}\) relative to the largest projection. The inequalities (13) were checked on the explicit labels of every contraction for \(n=1\) to 6.

## Calculated quantities

```
algebra test: o = 4, v = 4 spin orbitals, random integrals
n=1 largest relative deviation: CC 3.7e-16, CI 3.5e-16
n=2 largest relative deviation: CC 5.5e-16, CI 6.5e-16
n=3 largest relative deviation: CC 7.4e-16, CI 6.0e-16
n=4 largest relative deviation: CC 9.8e-16, CI 6.2e-16
terms; terms with an order over the bound; contractions at o^n v^(n+2)
n=1 CC terms 10, CI terms 5; CC bad-order terms 3; leading CC 1, CI 0
n=2 CC terms 48, CI terms 18; CC bad-order terms 6; leading CC 5, CI 1
n=3 CC terms 102, CI terms 31; CC bad-order terms 9; leading CC 4, CI 1
n=4 CC terms 183, CI terms 44; CC bad-order terms 12; leading CC 5, CI 1
n=5 CC terms 289, CI terms 57; CC bad-order terms 15; leading CC 5, CI 1
n=6 CC terms 431, CI terms 70; CC bad-order terms 18; leading CC 6, CI 1
CI determinants coupled to one rank-n determinant, o=5, v=6,7,8,9
n=1 counts [31, 36, 41, 46], second difference in v 0
n=2 counts [91, 111, 132, 154], second difference in v 1
n=3 counts [145, 184, 226, 271], second difference in v 3
n=4 counts [175, 231, 293, 361], second difference in v 6
example: o = 10, v = 100 spin orbitals; counts in multiply-adds
CCSD term, lines 2+2: unfactorized o^4 v^4 = 1.0e+12
  listed order: o^4 v^2, then o^4 v^2; sum 2.0e+08
  reversed order: o^2 v^4, then o^2 v^4; sum 2.0e+10
CCSD term, lines 3+1: unfactorized o^4 v^4 = 1.0e+12
  listed order: o^3 v^2, then o^3 v^2; sum 2.0e+07
  reversed order: o^3 v^4, then o^3 v^4; sum 2.0e+11
n=2 o^n v^(n+2) = 1.000e+10; CC total 6.467e+10; CI total 1.143e+10
  ratios to o^n v^(n+2): CC 6.467, CI 1.143
  unfactorized CC total 1.047e+13, 161.9 times the factorized one
  growth exponent on doubling o and v: CC 5.903, CI 5.979 (2n+2 = 6)
n=3 o^n v^(n+2) = 1.000e+13; CC total 4.933e+13; CI total 1.145e+13
  ratios to o^n v^(n+2): CC 4.933, CI 1.145
  unfactorized CC total 1.981e+16, 401.6 times the factorized one
  growth exponent on doubling o and v: CC 7.940, CI 7.978 (2n+2 = 8)
n=4 o^n v^(n+2) = 1.000e+16; CC total 6.182e+16; CI total 1.145e+16
  ratios to o^n v^(n+2): CC 6.182, CI 1.145
  unfactorized CC total 3.527e+19, 570.5 times the factorized one
  growth exponent on doubling o and v: CC 9.935, CI 9.978 (2n+2 = 10)
```
